# Why n→π* transitions are weak and have small singlet–triplet gaps

## Two p orbitals on one atom

Let an electron move from a $p_y$ orbital to a $p_x$ orbital of the same atom. With a common normalized radial function $R(r)$,

$$p_x=\sqrt{\frac{3}{4\pi}}\,R(r)\frac{x}{r},\qquad p_y=\sqrt{\frac{3}{4\pi}}\,R(r)\frac{y}{r}.$$

Their product is the overlap density of the transition,

$$\rho(\mathbf r)=p_x p_y=\frac{3}{4\pi}R^2(r)\frac{xy}{r^2}.$$

It has four lobes of alternating sign around the $z$ axis. It is not small. In spherical angles $xy/r^2=\sin^2\theta\sin\varphi\cos\varphi$, and the radial integral of $R^2r^2$ is one, so

$$\int|\rho|\,d^3r=\frac{3}{4\pi}\int_0^\pi\sin^3\theta\,d\theta\int_0^{2\pi}|\sin\varphi\cos\varphi|\,d\varphi=\frac{3}{4\pi}\cdot\frac43\cdot2=\frac2\pi\approx0.64 .$$

The largest value possible for two normalized orbitals is 1, by the Cauchy–Schwarz inequality.

Yet the dipole $\int\rho\,\mathbf r\,d^3r$ vanishes. The integrands $x^2y$, $xy^2$ and $xyz$ (times functions of $r$) are each odd in at least one coordinate. The lobes cancel, and light polarized in any direction fails to drive the transition in the dipole approximation.

The electrostatic self-repulsion of the same density does not vanish. In atomic units it is

$$K=\iint\frac{\rho(\mathbf r)\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.$$

The function $g=xy/r^2$ is purely of angular momentum $l=2$. In the multipole expansion of $1/|\mathbf r-\mathbf r'|$ only the $l=2$ term therefore contributes, with angular factor $4\pi/5$ and radial factor $r_<^2/r_>^3$, where $r_<$ and $r_>$ are the smaller and larger radius. The angular integral is

$$\int g^2d\Omega=\int_0^\pi\sin^5\theta\,d\theta\int_0^{2\pi}\sin^2\varphi\cos^2\varphi\,d\varphi=\frac{16}{15}\cdot\frac{\pi}{4}=\frac{4\pi}{15}.$$

Collecting factors,

$$K=\frac{4\pi}{5}\left(\frac{3}{4\pi}\right)^2\frac{4\pi}{15}F^2=\frac{3}{25}F^2,$$

$$F^2=\iint R^2(r)R^2(r')\frac{r_<^2}{r_>^3}\,r^2r'^2\,dr\,dr'.$$

For a Gaussian p shell, $R\propto r\,e^{-\alpha r^2}$ with $\alpha=0.4\ \mathrm{bohr}^{-2}$, numerical integration gives $F^2=8.09$ eV, so $K=3\times8.09/25=0.97$ eV.

This atom already contains the main features of an n→π* transition: appreciable overlap, zero dipole, and a modest but nonzero $K$. It remains to show that $K$ sets the singlet–triplet gap.

## How the overlap density enters intensity and gap

Consider a closed-shell molecule with real orbitals, and keep one excitation from occupied orbital $\phi_i$ to empty orbital $\phi_a$. Spin–orbit coupling is neglected. The framework is adiabatic time-dependent density functional theory in the Tamm–Dancoff approximation (TDA), which retains excitation amplitudes and drops de-excitation amplitudes. Define

$$\rho=\phi_i\phi_a,\qquad \boldsymbol\mu=\int\rho\,\mathbf r\,d^3r .$$

Orthogonality of the orbitals gives $\int\rho\,d^3r=0$, so $\boldsymbol\mu$ does not depend on the origin. The electron's negative charge changes the sign of the physical dipole, not its magnitude.

The excitation can take place among spin-up or spin-down electrons. By symmetry both have the same diagonal energy $D$, which contains the orbital energy difference and all equal-spin interactions. They are coupled because a spin-up density change $\rho$ alters the potential felt by spin-down electrons by

$$\delta v_\downarrow(\mathbf r)=\int\left[\frac{1}{|\mathbf r-\mathbf r'|}+f_c^{\uparrow\downarrow}(\mathbf r,\mathbf r')\right]\rho(\mathbf r')\,d^3r',\qquad f_c^{\uparrow\downarrow}=\frac{\delta^2E_c}{\delta n_\uparrow\,\delta n_\downarrow}.$$

Here $E_c$ is the correlation energy and $n_\uparrow,n_\downarrow$ are the spin densities. Exchange is absent from this coupling: the exchange energy is a sum of a spin-up part and a spin-down part, so its mixed derivative is zero. This holds for exact and for semilocal exchange.

The matrix element of $\delta v_\downarrow$ between $\phi_i$ and $\phi_a$ is $K+C$, where

$$C=\iint\rho(\mathbf r)f_c^{\uparrow\downarrow}(\mathbf r,\mathbf r')\rho(\mathbf r')\,d^3r\,d^3r'.$$

The two-by-two problem is thus

$$\begin{pmatrix}D&K+C\\K+C&D\end{pmatrix}\frac{1}{\sqrt2}\begin{pmatrix}1\\\pm1\end{pmatrix}=\left[D\pm(K+C)\right]\frac{1}{\sqrt2}\begin{pmatrix}1\\\pm1\end{pmatrix}.$$

The plus sign is the singlet, in which the total density oscillates. The minus sign is the triplet, in which the two spin densities oscillate oppositely and the total density change cancels. Subtracting the eigenvalues,

$$E_S-E_T=2(K+C).$$

Each spin channel contributes $\boldsymbol\mu$ to the dipole. The singlet has $(\boldsymbol\mu+\boldsymbol\mu)/\sqrt2=\sqrt2\,\boldsymbol\mu$ and the triplet has $(\boldsymbol\mu-\boldsymbol\mu)/\sqrt2=0$. For singlet excitation energy $\omega$ the oscillator strength in the length form is

$$f=\frac23\,\omega\,|\sqrt2\,\boldsymbol\mu|^2=\frac43\,\omega\,|\boldsymbol\mu|^2 .$$

In configuration interaction with single excitations built on Hartree–Fock orbitals, the same argument applies with $C=0$.

## What small overlap does, and what it does not do

If $\rho$ is replaced by $s\rho$ at fixed shape, then $|\boldsymbol\mu|^2$, $K$ and $C$ are all multiplied by $s^2$. In this sense size matters: at fixed shape, a faint overlap density weakens the absorption and narrows the gap together.

The size of the density can be measured by

$$\Lambda=\int|\phi_i\phi_a|\,d^3r,\qquad 0\le\Lambda\le1,$$

and its shape, including its spatial extent, by $K/\Lambda^2$ as far as the Coulomb part of the gap is concerned. Two results show why size is not sufficient.

First, zero dipole does not mean zero gap. Let $v$ be the electrostatic potential of $\rho$, so that $\nabla^2v=-4\pi\rho$. Integration by parts gives

$$K=\int\rho v\,d^3r=-\frac1{4\pi}\int v\nabla^2v\,d^3r=\frac1{4\pi}\int|\nabla v|^2d^3r .$$

The surface term vanishes because $\rho$ is localized: far away $v\nabla v$ falls at least as fast as $1/r^3$, while the surface area grows only as $r^2$. Hence $K$ is positive unless $\rho$ vanishes everywhere. A dipole can cancel between lobes, whereas a field energy cannot. In the pair model a negative gap would require a correlation term with $C<-K$.

Second, the dipole and the Coulomb part of the gap can move in opposite directions. Stretch both orbitals uniformly, $\phi(\mathbf r)\to\lambda^{-3/2}\phi(\mathbf r/\lambda)$, so that $\rho(\mathbf r)\to\lambda^{-3}\rho(\mathbf r/\lambda)$. Substituting $\mathbf r=\lambda\mathbf u$ leaves $\Lambda$ unchanged, multiplies $\boldsymbol\mu$ by $\lambda$, and divides $K$ by $\lambda$. At equal overlap, a more extended transition density can have a larger dipole and a smaller Coulomb contribution to the gap.

## The two molecules in a p-orbital model

Place the molecules in the $yz$ plane with the double bond along $z$. The π orbitals are then built from $p_x$ functions.

For ethylene, let $a$ and $b$ be the $p_x$ orbitals of the carbons at $z=+R/2$ and $z=-R/2$, with overlap $S$. The normalized molecular orbitals are

$$\pi=\frac{a+b}{\sqrt{2(1+S)}},\qquad \pi^*=\frac{a-b}{\sqrt{2(1-S)}} .$$

The cross terms cancel in their product:

$$\rho=\frac{(a+b)(a-b)}{2\sqrt{(1+S)(1-S)}}=\frac{a^2-b^2}{2\sqrt{1-S^2}} .$$

One carbon carries a positive lump and the other a negative lump. Since $a^2$ and $b^2$ are centred at $\pm R/2$,

$$|\boldsymbol\mu|=\frac{R/2-(-R/2)}{2\sqrt{1-S^2}}=\frac{R}{2\sqrt{1-S^2}} .$$

Let $J_{aa}$ be the self-repulsion of $a^2$, equal to that of $b^2$, and $J_{ab}$ the repulsion between $a^2$ and $b^2$. Then

$$K=\frac{J_{aa}-2J_{ab}+J_{aa}}{4(1-S^2)}=\frac{J_{aa}-J_{ab}}{2(1-S^2)} .$$

With the Gaussian p shell used above and $R=2.5$ bohr, the integrals are $S=0.287$, $J_{aa}=15.86$ eV and $J_{ab}=9.38$ eV. Therefore

$$K=\frac{15.86-9.38}{2(1-0.287^2)}\ \mathrm{eV}=3.53\ \mathrm{eV},\qquad |\boldsymbol\mu|=1.305\ e\,\mathrm{bohr}.$$

For formaldehyde, take n as $p_y$ on oxygen and let $\pi^*$ have weight $w$ on oxygen's $p_x$. If the product of oxygen's $p_y$ with carbon's $p_x$ is neglected, and so is the overlap $S$ in the normalization of $\pi^*$, then

$$\rho\approx\sqrt w\,p_xp_y,\qquad K\approx\frac{3w}{25}F^2 .$$

Equal sharing, $w=1/2$, and the same p shell give $K=0.49$ eV. The two omissions nearly cancel: keeping both the product and the overlap at $R=2.5$ bohr gives 0.48 eV. The model ratio of ethylene to formaldehyde is 7.3. The contrast thus appears even when all atoms have identical p orbitals. A factor of 2 comes from $w=1/2$, because only half of π* lies on oxygen. The remaining factor, $3.53/0.97=3.6$, compares the two separated lumps of ethylene with the four lobes of $p_xp_y$, which differ in both size and shape.

The limit of a long C–C distance separates two meanings of overlap. As $R$ grows, $S\to0$ and $J_{ab}\to1/R$, so $K\to(J_{aa}-1/R)/2$ and $|\boldsymbol\mu|\to R/2$. The atomic orbitals no longer overlap, but π and π* still occupy the same two atoms, and the gap stays large. Its value $2K=J_{aa}-1/R$ is the cost of putting both electrons on one carbon, less the attraction between the resulting ions. In this limit the orbitals π and π* become degenerate, a single closed-shell determinant is a poor ground state, and TDA based on it should not be trusted.

## Why formaldehyde's dipole vanishes by symmetry

The zero does not depend on the p-orbital model. In planar formaldehyde, n is even under $x\to-x$ and odd under $y\to-y$; π* is odd under $x\to-x$ and even under $y\to-y$. Their product is odd under both reflections. A dipole component along $x$ fails the second reflection, one along $y$ fails the first, and one along $z$ fails both. In the language of the point group $C_{2v}$, the excited state has symmetry $A_2$, to which no dipole component belongs. Mixing with other orbital pairs of the same symmetry cannot restore the intensity.

Nuclear motion can. Let the HCH plane turn by an angle $\theta$ about the axis through carbon parallel to $y$, which moves both hydrogens to the same side of the original plane. The reflection $y\to-y$ survives, and the excited state remains odd under it, so a dipole along $y$ is allowed. The reflection $x\to-x$ now turns the molecule with angle $\theta$ into the one with $-\theta$. It leaves the operator $y$ unchanged, but the excited state at $\theta=0$ is odd under it while the ground state is even. With phases chosen continuously, therefore,

$$\mu_y(-\theta)=-\mu_y(\theta),\qquad \mu_y=c\,\theta+O(\theta^3).$$

The excitation energy is even in $\theta$, so $f\propto\theta^2$ at leading order. This is a vibronic route to intensity: the transition borrows its dipole from a distortion.

## How large the effects are

The following values use the PBE0 functional and the def2-SVP basis. The geometries are fixed at round values: C=O 1.20 Å, C=C 1.33 Å, C–H 1.10 Å, and all bond angles 120°. The orbital pair is the highest occupied and lowest empty orbital. $K$ and $\boldsymbol\mu$ come from integrals over the basis functions and $\Lambda$ from a numerical grid. $C$ comes from finite differences of the correlation energy when $\rho$ is added to the two spin densities separately.

| Quantity | H₂CO, n→π* | C₂H₄, π→π* |
|---|---:|---:|
| $\Lambda$ | 0.52 | 0.91 |
| $\lvert\boldsymbol\mu\rvert$ / $e$ bohr | 0 | 1.39 |
| $K$ / eV | 0.382 | 3.169 |
| $C$ / eV | −0.006 | −0.089 |
| Pair gap / eV | 0.75 | 6.16 |

The pair gaps follow directly:

$$2(0.382-0.006)=0.752\ \mathrm{eV},\qquad 2(3.169-0.089)=6.160\ \mathrm{eV}.$$

Opposite-spin correlation lowers both, but $|C|$ is below 3% of $K$ in each case. At this level of theory the pair gap is almost entirely Coulomb self-repulsion.

The ratio of the two $K$ values is 8.3. The size factor is $(0.91/0.52)^2=3.1$. The values of $K/\Lambda^2$ are 3.86 eV for ethylene and 1.42 eV for formaldehyde, which gives a shape factor of 2.7. Smaller overlap and less repulsive shape therefore contribute comparable factors. For the intensity of the planar molecule, symmetry settles the matter: an overlap of 0.52 gives no dipole at all.

The real orbitals have less weight on oxygen than those of the model. By a Löwdin population analysis, which assigns orbital weight to atoms through symmetrically orthogonalized basis functions, oxygen holds 70% of n and 37% of π*. The one-centre picture is a guide to the shape of $\rho$, not a quantitative account of it.

### Mixing with other orbital pairs

The full TDA problem includes all orbital pairs in the basis. Its relevant eigenstates, found by iterative diagonalization and identified by their largest weight on the chosen pair, have the following energies.

| Energy / eV | H₂CO | C₂H₄ |
|---|---:|---:|
| Singlet, pair | 4.09 | 10.71 |
| Singlet, full | 4.05 | 8.93 |
| Triplet, pair | 3.33 | 4.55 |
| Triplet, full | 3.25 | 4.41 |
| Gap, full | 0.79 | 4.52 |

In formaldehyde the pair carries more than 99% of the weight in both states, and the gap changes little. It rises slightly because mixing lowers the triplet by 0.08 eV and the singlet by 0.04 eV.

In ethylene, mixing lowers the singlet by 1.78 eV and the triplet by 0.14 eV, so the gap falls by 1.64 eV. The pair formula gives the right contrast but overestimates ethylene's full TDA gap by 36% of the full value. The ratio of the full gaps is 5.7, instead of 8.2 for the pair gaps.

Ethylene's oscillator strength falls from 1.01 to 0.60. The lower energy accounts for a factor $8.93/10.71=0.83$. The remaining factor in the squared dipole is $0.596/(1.010\times0.834)=0.71$. The pair retains 92% of the singlet's weight, so its own squared contribution would fall only to 0.92. The other pairs must therefore contribute a dipole that opposes it. A small admixture can matter because amplitudes, rather than weights, add in the dipole.

### Intensity from bending

For formaldehyde bent by 5° and 10°, full TDA gives oscillator strengths of $7.3\times10^{-5}$ and $2.8\times10^{-4}$. Their ratio is 3.85, close to the value 4 expected from the leading $\theta^2$ law; the next term allowed by symmetry is of order $\theta^4$. Even at 10° the transition is about 2100 times weaker than planar ethylene's π→π* transition at the same level of theory.

These are strengths at single distorted geometries. A predicted absorption intensity requires an average over the vibrational motion, including other modes that can lend a dipole.

## What to do in practice

**Look at the signed density as well as the overlap.** Compute $\Lambda$, $\boldsymbol\mu$ and $K$ for the dominant pair. A small $\Lambda$ implies a small $K$ only when densities of similar shape and extent are compared; a compact density can have a large $K$ for its overlap. A sizeable $\Lambda$ with zero $\boldsymbol\mu$ points to cancellation, and the orbital symmetries show whether that cancellation is enforced.

**Treat a computed zero according to its cause.** If symmetry forbids the transition, enlarging the basis or changing the functional will not produce intensity at the symmetric geometry. Distort the molecule along modes that lift the restriction, or carry out a vibronic calculation.

**Compute the gap from both full states.** Use the same geometry, functional and basis for singlet and triplet. The estimate $2(K+C)$ explains the result when one pair dominates and mixing shifts both energies little. Ethylene shows that 92% weight in the singlet is not enough to guarantee a good gap. When the singlet and triplet have different amplitudes, no single overlap density determines their difference.

**Check what the basis permits.** The basis used here has no diffuse functions, so it cannot describe mixing of ethylene's singlet with Rydberg states, whose outer orbital is spread far beyond the molecule. Its energy and strength should be recomputed with diffuse functions before comparison with a spectrum. The approximate functional and the unrelaxed geometries also limit the absolute values.

**Do not use one observable as a proxy for the other.** Weak absorption may come from symmetry while the gap remains finite, as in formaldehyde. Conversely, spreading a transition density can reduce $K$ while increasing its dipole. If a small gap and strong absorption are both wanted, the useful target is a density with low self-repulsion for its dipole, rather than the smallest possible overlap.
